# From a Foster Thermal Impedance to a Positive Cauer Ladder

## The situation

A constant power \(P\) is switched on in a chip, and the temperature of the heated spot is recorded. Let the rise above ambient be described by a sum of exponentials,

\[
T(t)=P\sum_{i=1}^{n}R_i\left(1-e^{-t/\tau_i}\right).
\]

This describes the heated spot, but it does not say where heat is stored or when it reaches the surroundings. For that one wants a network whose capacities hold heat relative to ambient. Can such a network be obtained from the same \(R_i\) and \(\tau_i\), and are its elements positive?

All temperatures below are rises above ambient. The parameters are constant, the initial rises are zero, and \(s\) is the Laplace variable. The thermal impedance \(Z(s)\) is the transformed rise at the heated node divided by the transformed power into that same node.

## Two networks and their heat balances

Each exponential obeys

\[
\frac{\tau_i}{R_i}\frac{d\theta_i}{dt}+\frac{\theta_i}{R_i}=P,\qquad T=\sum_i\theta_i .
\]

Transforming gives \(\theta_i=R_iP/(1+s\tau_i)\), hence the Foster form

\[
Z(s)=\sum_{i=1}^{n}\frac{R_i}{1+s\tau_i}=\sum_{i=1}^{n}\frac{k_i}{s+p_i},\qquad p_i=\frac1{\tau_i},\quad k_i=\frac{R_i}{\tau_i}.
\]

As a circuit this is a chain of parallel \(RC\) pairs. A capacity \(\tau_i/R_i\) responds to the temperature difference \(\theta_i\) across its pair, not to a temperature above ambient. The full \(P\) also leaves every pair at the instant it enters. The chain is a correct formula for \(T\), but its capacities are not heat stores.

In a Cauer ladder, node \(j\) has a capacity \(C_j\) to ambient and a resistance \(r_j\) to node \(j+1\); the last resistance \(r_n\) ends at ambient. Let \(Z_j\) be the impedance seen from node \(j\) towards the end. Power entering node \(j\) is either stored or passed on:

\[
\frac1{Z_j}=sC_j+\frac1{r_j+Z_{j+1}},\qquad Z_{n+1}=0 .
\]

Repeated substitution gives a continued fraction for \(Z=Z_1\).

**Statement.** If \(n\) is finite, all \(R_i>0\), and all \(\tau_i>0\) are distinct, there is exactly one such ladder with impedance \(Z\). It has \(n\) capacities and \(n\) resistances, all positive. Terms with equal \(\tau_i\) are first merged by adding their \(R_i\).

## Removing the first capacity

Label the terms so that \(p_1<p_2<\dots<p_n\). On the real axis, between poles,

\[
Z'(s)=-\sum_i\frac{k_i}{(s+p_i)^2}<0 .
\]

Just to the right of a pole \(Z\to+\infty\), and just to the left \(Z\to-\infty\). Between neighbouring poles \(Z\) therefore falls from \(+\infty\) to \(-\infty\) and vanishes once. This gives \(n-1\) zeros \(-z_j\) with \(p_j<z_j<p_{j+1}\). Over the common denominator, the numerator of \(Z\) has degree \(n-1\), so there are no others. They are simple because \(Z'\neq0\).

The reciprocal \(1/Z\) has a numerator of degree \(n\) and a denominator of degree \(n-1\). Its partial fractions are a linear polynomial plus simple poles at \(-z_j\) with residues \(1/Z'(-z_j)\):

\[
\frac1{Z(s)}=C_1s+g-\sum_{j=1}^{n-1}\frac{b_j}{s+z_j},\qquad b_j=-\frac1{Z'(-z_j)}>0 .
\]

At large \(s\), \(sZ\to\sum_i k_i\), so

\[
C_1=\frac1{\sum_i k_i}>0 .
\]

Physically, the initial heating rate is \(P\sum_i k_i=P/C_1\): at first all the power goes into the first capacity.

## Removing the first resistance

Subtracting \(sC_1\) leaves

\[
Y_1(s)=g-\sum_j\frac{b_j}{s+z_j}.
\]

The subtracted term vanishes at \(s=0\), so \(Y_1(0)=1/Z(0)=1/\sum_iR_i\). Therefore

\[
g=\frac1{\sum_iR_i}+\sum_j\frac{b_j}{z_j}>0 .
\]

Since \(Y_1\to g\) at large \(s\), the first resistance is \(r_1=1/g>0\). It also follows directly from the Foster data. With \(K_0=\sum_i k_i\) and \(K_1=\sum_i k_ip_i\),

\[
Z=\frac{K_0}{s}-\frac{K_1}{s^2}+O(s^{-3}),
\]
\[
\frac1Z=\frac{s}{K_0}\left(1-\frac{K_1}{K_0s}+O(s^{-2})\right)^{-1}
=\frac{s}{K_0}+\frac{K_1}{K_0^2}+O(s^{-1}).
\]

The constant term is \(g\), so \(r_1=K_0^2/K_1\).

It remains to show that what follows \(r_1\) is again of Foster form. Between its poles,

\[
Y_1'(s)=\sum_j\frac{b_j}{(s+z_j)^2}>0 .
\]

\(Y_1\) rises from \(-\infty\) to \(+\infty\) between neighbouring poles, which gives \(n-2\) zeros. Between \(-z_1\) and \(0\) it rises from \(-\infty\) to the positive value \(Y_1(0)\), which gives one more. Its numerator has degree \(n-1\), so these are all. Call them \(-w_j\); then \(0<w_1<z_1<w_2<z_2<\dots\). The reciprocal tends to \(r_1\) at large \(s\) and has simple poles at \(-w_j\):

\[
\frac1{Y_1(s)}=r_1+\sum_{j=1}^{n-1}\frac{k'_j}{s+w_j},\qquad k'_j=\frac1{Y_1'(-w_j)}>0 .
\]

The sum is \(Z_2\), a Foster impedance with \(n-1\) positive terms and distinct rates. The same argument applies to it. After \(n-1\) rounds one term \(k/(s+p)\) is left, whose reciprocal is \(s/k+p/k\); thus \(C_n=1/k\) and \(r_n=k/p\), both positive.

The result is unique. In any positive ladder \(Z_2\to0\) at large \(s\), so \(1/(sZ)\to C_1\) and \(1/Z-sC_1\to1/r_1\). These limits fix the first two elements and hence \(Z_2\), and so on down the ladder. At \(s=0\) the recursion reads \(Z_j(0)=r_j+Z_{j+1}(0)\), which sums to \(\sum_jr_j=\sum_iR_i\).

## The calculation as polynomial division

No zeros need to be found. Write \(Z=N/D\), with \(D=\prod_i(1+s\tau_i)\) of degree \(n\) and \(N\) of degree \(n-1\). The ratio of their leading coefficients is \(C_1\). Then

\[
\frac1Z-sC_1=\frac{D-sC_1N}{N}\equiv\frac{D'}{N},\qquad
\frac{N}{D'}-r_1=\frac{N-r_1D'}{D'}\equiv\frac{N'}{D'} .
\]

Here primes label new polynomials. \(D'\) has degree \(n-1\), and \(r_1\) is the ratio of the leading coefficients of \(N\) and \(D'\). The pair \(N',D'\) represents \(Z_2\), and the step is repeated.

## From the ladder back to the exponentials

The ladder obeys \(\mathbf C\,d\mathbf T/dt+\mathbf G\mathbf T=P\mathbf e_1\), where \(\mathbf C\) is the diagonal matrix of capacities, \(\mathbf e_1\) selects node 1, and \(\mathbf G\) is symmetric with

\[
\mathbf T^{\mathsf T}\mathbf G\mathbf T=\sum_{j=1}^n\frac{(T_j-T_{j+1})^2}{r_j},\qquad T_{n+1}=0 .
\]

This is positive unless all \(T_j=0\). Hence \(\mathbf G\mathbf v_i=\lambda_i\mathbf C\mathbf v_i\) has \(\lambda_i>0\) and real modes normalized by \(\mathbf v_i^{\mathsf T}\mathbf C\mathbf v_l=\delta_{il}\). Put \(\mathbf T=\sum_ia_i\mathbf v_i\) into \((\mathbf G+s\mathbf C)\mathbf T=P\mathbf e_1\) and multiply by \(\mathbf v_i^{\mathsf T}\). This gives \((\lambda_i+s)a_i=Pv_{1i}\), so

\[
Z(s)=\sum_i\frac{v_{1i}^2}{s+\lambda_i},\qquad \tau_i=\frac1{\lambda_i},\quad R_i=\frac{v_{1i}^2}{\lambda_i}.
\]

No \(v_{1i}\) vanishes: if it did, the first row of the eigenvalue equation would make the second component zero, the next row the third, and so on. Nor can two rates coincide, since two such modes could be combined into one with zero first component. Every positive ladder thus gives a Foster form with positive amplitudes and distinct time constants.

## When heat reaches ambient

The heat flow to ambient is \(q=T_n/r_n\). By Cramer's rule, \(T_n/P\) is a cofactor divided by \(\det(\mathbf G+s\mathbf C)\). Deleting row 1 and column \(n\) leaves a triangular matrix with diagonal entries \(-1/r_1,\dots,-1/r_{n-1}\). Its determinant does not contain \(s\). The full determinant vanishes at \(s=-1/\tau_i\), so it is proportional to \(\prod_i(1+s\tau_i)\). At \(s=0\) all the power leaves, which fixes the constant:

\[
\frac{q(s)}{P(s)}=\prod_{i=1}^n\frac1{1+s\tau_i}.
\]

For a power step of height \(P\), the transform of \(q\) at large \(s\) is \(P/(s^{n+1}\prod_i\tau_i)\), so at early times \(q\approx Pt^n/(n!\prod_i\tau_i)\). The heat finally stored is the time integral of \(P-q\):

\[
E=\lim_{s\to0}\frac Ps\left(1-\prod_i\frac1{1+s\tau_i}\right)=P\sum_i\tau_i .
\]

## A worked example

Take four terms with round model values:

- \(\tau=1,\ 0.1,\ 0.01,\ 0.001\) s
- \(R=0.50,\ 0.30,\ 0.15,\ 0.05\) K/W

Then \(k=0.5,\ 3,\ 15,\ 50\) K/J. With \(s\) in 1/s and \(Z\) in K/W,

\[
D=1+1.111s+0.11211s^2+0.001111s^3+10^{-6}s^4,
\]
\[
N=1+0.57945s+0.024573s^2+6.85\times10^{-5}s^3 .
\]

The first capacity is \(C_1=10^{-6}/(6.85\times10^{-5})=0.014599\) J/K. Subtracting \(sC_1N\) gives, for example, the linear coefficient \(1.111-0.0146=1.0964\), and altogether

\[
D'=1+1.0964s+0.10365s^2+7.5227\times10^{-4}s^3 .
\]

Thus \(r_1=6.85\times10^{-5}/(7.5227\times10^{-4})=0.09106\) K/W. The direct formula gives the same: \(68.5^2/51530.5=0.09106\). Subtracting \(r_1D'\) from \(N\) leaves

\[
N'=0.90894+0.47961s+0.015135s^2 .
\]

Continuing the division gives

| \(j\) | \(C_j\) (J/K) | \(r_j\) (K/W) |
|---|---|---|
| 1 | 0.01460 | 0.09106 |
| 2 | 0.04970 | 0.18963 |
| 3 | 0.28477 | 0.33114 |
| 4 | 2.1804 | 0.38817 |

The resistances add to 1 K/W, as they must. The capacities add to 2.529 J/K, whereas the Foster values \(\tau_i/R_i\) add to 2.420 J/K; their sum is not preserved.

Numerical root finding shows the interlacing. The zeros of \(Z\) lie at \(z=1.874,\ 23.36,\ 333.5\) 1/s, between the rates 1, 10, 100 and 1000 1/s. The rates of \(Z_2\) are \(w=1.007,\ 10.45,\ 126.3\) 1/s, each below its \(z_j\).

For a power step of 50 W, the node temperatures follow from the matrix exponential of the ladder equation:

| \(t\) (s) | \(T_1\) (K) | \(T_4\) (K) | \(q\) (W) |
|---|---|---|---|
| 0.001 | 2.468 | \(6.6\times10^{-7}\) | \(1.7\times10^{-6}\) |
| 0.01 | 8.917 | 0.0019 | 0.0049 |
| 0.1 | 21.86 | 0.569 | 1.47 |
| 1 | 40.80 | 11.39 | 29.3 |

At 0.1 s the heated node has covered 44 % of its final rise of 50 K, but only 3 % of the power reaches ambient. At 0.001 s the early-time law gives \(50\times10^{-12}/(24\times10^{-6})=2.1\times10^{-6}\) W, somewhat above the tabulated value because \(t\) already equals the shortest time constant. The heat finally stored is \(50\times1.111=55.55\) J.

Suppose the Foster values are instead wired directly as a ladder, fastest pair first. The steady rise is still 50 K, since the resistances have the same sum. At 0.001 s, however, the heated node reaches 1.65 K instead of 2.47 K, which is 33 % below the correct value. The first capacity is then 0.02 J/K, so even the initial heating rate is 2500 K/s instead of 3425 K/s.

## Nearly equal time constants

For \(n=2\), the single zero is \(z=(k_1p_2+k_2p_1)/K_0\), and

\[
\frac1Z=\frac{(s+p_1)(s+p_2)}{K_0(s+z)} .
\]

Since \(p_1-z=k_1(p_1-p_2)/K_0\) and \(p_2-z=k_2(p_2-p_1)/K_0\), the residue \(-b\) at \(s=-z\) gives

\[
b=-\frac{(p_1-z)(p_2-z)}{K_0}=\frac{k_1k_2(p_2-p_1)^2}{K_0^3}.
\]

The zero of \(Y_1=g-b/(s+z)\) is at \(s=-w\), with \(z-w=b/g\). Hence \(k'=(z-w)^2/b=b/g^2\), and

\[
C_2=\frac{g^2}{b},\qquad r_2=\frac{b}{g^2w}.
\]

As \(p_2\to p_1\), \(b\to0\): \(C_2\) grows without bound, \(r_2\) vanishes, and \(r_1\to R_1+R_2\). The temperature of the second node goes to ambient, and \(Z\) tends to the merged one-term form. The capacity \(C_2\) has no finite limit, which is why equal terms must be merged first. The product \(C_2r_2=1/w\) stays finite, however: the node still stores the heat \(P/w\to P\tau\) and keeps its factor \(1/(1+s\tau)\) in \(q/P\). The outflow and the stored heat therefore do not tend to those of the merged ladder.

For long expansions the polynomial division needs care with rounding. For 20 terms with \(R_i=1\) K/W and \(\tau_i=1,2,\dots,20\) s, the division was done in exact fractions and again in double precision. With the terms taken in this order, the worst element in double precision is wrong by 0.6 % relative to its exact value; other orders give between about 0.1 % and 2 %. All elements remain positive, so positive signs are no proof of accuracy. With 24 terms the division returns negative elements. The loss belongs to the division, not to the conversion: a reorthogonalized Lanczos reduction of \(\operatorname{diag}(p_i)\), started from a vector proportional to \(\sqrt{k_i}\), gives the same elements in double precision to about \(10^{-14}\).

## Why passivity alone is not enough

A passive impedance in the general sense is positive real: its real part is positive for \(\operatorname{Re}s>0\). This does not guarantee positive Foster amplitudes. In scaled units take

\[
Z=\frac2{s+1}-\frac1{s+2}=\frac{s+3}{(s+1)(s+2)} .
\]

On the imaginary axis,

\[
\operatorname{Re}Z(i\omega)=\frac2{1+\omega^2}-\frac2{4+\omega^2}=\frac6{(1+\omega^2)(4+\omega^2)}>0 .
\]

The poles lie in the left half-plane and \(Z\to0\) at infinity, so \(Z\) is positive real. Yet

\[
\frac1Z=\frac{s^2+3s+2}{s+3}=s+\frac2{s+3},\qquad
\left(\frac2{s+3}\right)^{-1}=\frac s2+\frac32 .
\]

After \(C_1=1\) is removed, the next series element contains \(s/2\), an inductance: a temperature difference proportional to the rate of change of heat flow. The proof fails here because \(K_1=2\cdot1-1\cdot2=0\), so \(g=0\). No other positive ladder can help, since each one has positive Foster amplitudes.

Negative amplitudes arise naturally when power enters at one node and temperature is read at another. In the ladder with \(n\ge2\), \(T_n/P=r_n\prod_i(1+s\tau_i)^{-1}\) falls faster than \(1/s\). The sum of its residues is therefore zero, and some must be negative. The conversion applies to the heated node's own impedance.

## What the inner nodes mean

The ladder reproduces the temperature of the heated node, but this does not make nodes 2 to \(n\) places in the package. Reading them as layers requires heat flow that is essentially one-dimensional, and even then each node stands only roughly for a lumped piece of material. If terms of the expansion have been left out, the capacities need not add up to that of the whole path. The outflow \(q\), the stored heat \(E\) and the effect of a cooler attached to the end are also properties of the ladder, and \(Z\) alone does not fix them for the package.

It is not enough that all the heat leaves through one surface. The expansion of \(1/Z\) found above can also be written

\[
\frac1Z=sC_1+\frac1{Z(0)}+\sum_j\frac{b_j}{z_j}\,\frac{s}{s+z_j}.
\]

This describes a heated node with capacity \(C_1\), a single resistance \(Z(0)\) to ambient, and side branches that each consist of a resistance \(z_j/b_j\) leading to a capacity \(b_j/z_j^2\). Its impedance is the same, but its outflow is \(q/P=Z(s)/Z(0)\). For \(n\ge2\) this has zeros and differs from the product found for the ladder. Using the ladder for the outflow or for an added cooler therefore needs a heat path that is itself close to a ladder, without such side branches. Even then the expansion must be complete enough: each omitted term removes a factor \(1/(1+s\tau_i)\), and with it a delay, from the product for \(q/P\). The calculated outflow then comes too early, even if the omitted \(R_i\) hardly matter for the heated node. The opposite error is as easy to make, since every included term adds its full delay \(\tau_i\) however small its \(R_i\). Adding a term with \(R=10^{-4}\) K/W and \(\tau=5\) s to the worked example changes \(T_1\) by at most 0.005 K, but lowers \(q\) at 1 s from 29.3 W to 2.8 W and raises \(E\) from 55.55 J to 305.55 J. Weak modes of lateral spreading act in the same way, so for a path that is only nearly one-dimensional a longer expansion can make the calculated outflow too late.
